# One flux quantum per cell of a 14 nm triangular moire: a numerical check

```python
"""
Result under test: a triangular moire of period a encloses one flux quantum
h/e per primitive cell at the perpendicular field B1 = 2 h / (sqrt(3) e a^2).
Symbols: a = moire period, S = cell area, R1 and R2 = primitive vectors,
B = field, e = elementary charge (electron charge is -e), A = vector potential,
pi = p + e A = kinetic momentum, T_R = shift by R that includes a gauge phase.
Layer model for strain: lattice constants a_g and (1 + delta) a_g, aligned.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad

h, hbar, e = const.h, const.hbar, const.e
nm = 1e-9
flux_quantum = h / e


def field_one_quantum(period):
    return 2 * h / (np.sqrt(3) * e * period**2)


a = 14.0 * nm
R1 = a * np.array([1.0, 0.0])
R2 = a * np.array([0.5, np.sqrt(3) / 2])
area = np.sqrt(3) / 2 * a**2
B1 = field_one_quantum(a)

# Cell area from its meaning: disc area divided by number of lattice points.
index = np.arange(-500, 501)
n1, n2 = np.meshgrid(index, index)
disc_radius = 400.3
points = np.count_nonzero(n1**2 + n1 * n2 + n2**2 <= disc_radius**2)
area_counted = np.pi * (disc_radius * a)**2 / points
# The finite disc has a small boundary counting error.
assert abs(area_counted / area - 1) < 1e-3


# Phase round the cell by line integration, in two different gauges.
def landau_gauge(r):
    return np.array([0.0, B1 * r[0]])


def symmetric_gauge(r):
    return 0.5 * B1 * np.array([-r[1], r[0]])


def loop_phase(potential):
    corners = [np.zeros(2), R1, R1 + R2, R2, np.zeros(2)]
    total = 0.0
    for start, end in zip(corners[:-1], corners[1:]):
        edge = end - start
        total += quad(lambda s: potential(start + s * edge) @ edge, 0, 1)[0]
    return e * total / hbar


phase_landau = loop_phase(landau_gauge)
phase_symmetric = loop_phase(symmetric_gauge)
assert abs(phase_landau - 2 * np.pi) < 1e-9
assert abs(phase_symmetric - 2 * np.pi) < 1e-9

# Symbolic test that the shift commutes with both kinetic momenta.
x, y, X, Y = sp.symbols("x y X Y", real=True)
q, field, hb = sp.symbols("q field hb", positive=True)


def pi_x(f):
    return -sp.I * hb * sp.diff(f, x)


def pi_y(f):
    return -sp.I * hb * sp.diff(f, y) + q * field * x * f


def shift_symbolic(f):
    moved = f.subs({x: x - X, y: y - Y}, simultaneous=True)
    return sp.exp(-sp.I * q * field * X * y / hb) * moved


trial = 1 + 2 * x + 3 * y**2 + x**2 * y + x * y**3
for momentum in (pi_x, pi_y):
    difference = momentum(shift_symbolic(trial)) - shift_symbolic(momentum(trial))
    assert sp.expand(difference) == 0
commutator = pi_x(pi_y(trial)) - pi_y(pi_x(trial))
assert sp.expand(commutator + sp.I * hb * q * field * trial) == 0


# Apply two shifts in both orders to a sample wavefunction.
def shifted(psi, R, B):
    def result(r):
        return np.exp(-1j * e * B * R[0] * r[1] / hbar) * psi(r - R)
    return result


def sample_wave(r):
    u = r / a
    return np.exp(-0.2 * (u @ u) + 0.7j * u[0]) * (1.3 + 0.4j * u[1])


def order_factor(B):
    r = a * np.array([0.37, 0.81])
    first = shifted(shifted(sample_wave, R2, B), R1, B)(r)
    second = shifted(shifted(sample_wave, R1, B), R2, B)(r)
    return first / second


for fraction in (0.0, 0.3, 0.5, 0.8, 1.0):
    expected = np.exp(-2j * np.pi * fraction)
    assert abs(order_factor(fraction * B1) - expected) < 1e-9

# Strain: find the moire cell from the difference of inverse lattices.
a_g = 0.246 * nm
delta = a_g / (a - a_g)
strain = 0.001
poisson = 0.17
unit_cell = a_g * np.array([[1.0, 0.5], [0.0, np.sqrt(3) / 2]])


def moire_cell(strain_x, strain_y):
    layer = np.diag([1 + strain_x, 1 + strain_y]) @ unit_cell
    substrate = (1 + delta) * unit_cell
    return np.linalg.inv(np.linalg.inv(layer) - np.linalg.inv(substrate))


def field_from_cell(cell):
    return flux_quantum / abs(np.linalg.det(cell))


def axis_factor(eps):
    return (delta - eps) / (delta * (1 + eps))


assert abs(np.linalg.norm(moire_cell(0, 0)[:, 0]) / a - 1) < 1e-9
B_biaxial = field_from_cell(moire_cell(strain, strain))
B_uniaxial = field_from_cell(moire_cell(strain, -poisson * strain))
assert abs(B_biaxial / (B1 * axis_factor(strain)**2) - 1) < 1e-9
uniaxial_factor = axis_factor(strain) * axis_factor(-poisson * strain)
assert abs(B_uniaxial / (B1 * uniaxial_factor) - 1) < 1e-9

# Other effects and common wrong choices.
tilt_degrees = 5.0
B_tilted = B1 / np.cos(np.radians(tilt_degrees))
assert abs(B_biaxial - B1) > abs(B_uniaxial - B1) > abs(B_tilted - B1)
bohr_magneton = const.physical_constants["Bohr magneton"][0]
zeeman_meV = 2 * bohr_magneton * B1 / e * 1000
atomic_area = abs(np.linalg.det(unit_cell))
atomic_fraction = B1 * atomic_area / flux_quantum
B_atomic = flux_quantum / atomic_area

print(f"Moire period: {a/nm:.1f} nm")
print(f"Cell area: {area/nm**2:.2f} nm^2")
print(f"Area by point count: {area_counted/nm**2:.2f} nm^2")
print(f"Flux quantum h/e: {flux_quantum:.6e} Wb")
print(f"Field for one quantum per cell: {B1:.2f} T")
print(f"Loop phase / (2 pi), Landau gauge: {phase_landau/(2*np.pi):.6f}")
print(f"Loop phase / (2 pi), symmetric gauge: {phase_symmetric/(2*np.pi):.6f}")
for fraction in (0.5, 1.0):
    factor = order_factor(fraction * B1)
    print(f"Order factor, real part, at {fraction:.1f} quantum: {factor.real:.6f}")
for period_nm in (13.5, 14.5):
    value = field_one_quantum(period_nm * nm)
    print(f"Field for period {period_nm:.1f} nm: {value:.2f} T")
print(f"Wrong field from square cell: {flux_quantum/a**2:.2f} T")
print(f"Wrong field from h/2e: {flux_quantum/(2*area):.2f} T")
print(f"Rough layer lattice constant: {a_g/nm:.3f} nm")
print(f"Mismatch delta giving this period: {100*delta:.3f} %")
print(f"Assumed strain: {100*strain:.2f} %")
print(f"Rough Poisson ratio: {poisson:.2f}")
print(f"Field with equal biaxial strain: {B_biaxial:.2f} T")
print(f"Change from biaxial strain: {100*(B_biaxial/B1-1):.2f} %")
print(f"Field with uniaxial strain: {B_uniaxial:.2f} T")
print(f"Change from uniaxial strain: {100*(B_uniaxial/B1-1):.2f} %")
print(f"Assumed field tilt: {tilt_degrees:.1f} degrees")
print(f"Total field needed with tilt: {B_tilted:.2f} T")
print(f"Change from tilt: {100*(B_tilted/B1-1):.2f} %")
print(f"Zeeman splitting for g = 2: {zeeman_meV:.2f} meV")
for temperature in (4.0, 300.0):
    thermal_meV = const.k * temperature / e * 1000
    print(f"Thermal energy kT at {temperature:.0f} K: {thermal_meV:.3f} meV")
print(f"Atomic cell area: {atomic_area/nm**2:.4f} nm^2")
print(f"Flux per atomic cell / (h/e): {atomic_fraction:.2e}")
print(f"Field for one quantum per atomic cell: {B_atomic:.3e} T")
print("PASS")
```

Printed output:

```
Moire period: 14.0 nm
Cell area: 169.74 nm^2
Area by point count: 169.73 nm^2
Flux quantum h/e: 4.135668e-15 Wb
Field for one quantum per cell: 24.36 T
Loop phase / (2 pi), Landau gauge: 1.000000
Loop phase / (2 pi), symmetric gauge: 1.000000
Order factor, real part, at 0.5 quantum: -1.000000
Order factor, real part, at 1.0 quantum: 1.000000
Field for period 13.5 nm: 26.20 T
Field for period 14.5 nm: 22.71 T
Wrong field from square cell: 21.10 T
Wrong field from h/2e: 12.18 T
Rough layer lattice constant: 0.246 nm
Mismatch delta giving this period: 1.789 %
Assumed strain: 0.10 %
Rough Poisson ratio: 0.17
Field with equal biaxial strain: 21.67 T
Change from biaxial strain: -11.05 %
Field with uniaxial strain: 23.20 T
Change from uniaxial strain: -4.77 %
Assumed field tilt: 5.0 degrees
Total field needed with tilt: 24.46 T
Change from tilt: 0.38 %
Zeeman splitting for g = 2: 2.82 meV
Thermal energy kT at 4 K: 0.345 meV
Thermal energy kT at 300 K: 25.852 meV
Atomic cell area: 0.0524 nm^2
Flux per atomic cell / (h/e): 3.09e-04
Field for one quantum per atomic cell: 7.891e+04 T
PASS
```
